# Gauge Relation Between Density and Current Response, and the Drude Weight

## Form of the answer from dimensions and symmetry

Let a weak potential energy \(V\) produce a density change \(\delta n=\chi_{nn}V\), and let a weak longitudinal vector potential \(A\), measured in units of momentum, produce a number current \(\delta j=\chi_L A\). Then \(\chi_L\) has the dimension of density over mass, and \(\chi_{nn}\) that of density over energy. Their ratio is an inverse velocity squared. For fields varying as \(e^{iqx-i\omega t}\), the force on an electron is

\[
F=-\partial_xV+\partial_tA=-iqV-i\omega A .
\]

Gauge invariance says that the two fields act through this force alone, so \(V\) is equivalent to \(A=qV/\omega\). One factor \(q/\omega\) arises here and a second from particle conservation:

\[
\chi_{nn}(q,\omega)=\frac{q^2}{\omega^2}\,\chi_L(q,\omega),\qquad
\chi_L=\frac nm+\chi_{jj}. \tag{1}
\]

Here \(n\) is the mean density and \(\chi_{jj}\) the response of the paramagnetic current. The term \(n/m\) is the diamagnetic term.

In a translation-invariant gas a uniform force accelerates the centre of mass, whatever the interaction. The conductivity can then depend on \(ne^2/m\) and \(\omega\) alone, and the Drude weight is a pure number times \(ne^2/m\). That number is \(\pi\) with the definition used below.

## Hamiltonian and current

Set \(\hbar=1\). Electrons of charge \(-e\) in a volume \(\Omega\) have

\[
H[A,V]=\sum_i\left[\frac{(\mathbf p_i+\mathbf A(\mathbf r_i,t))^2}{2m}+V(\mathbf r_i,t)\right]+U,
\]

where \(U\) depends on positions only. In Gaussian units \(\mathbf A\) is \(e/c\) times the usual vector potential. The frequency means \(\omega+i0^+\): the fields were absent in the distant past. Complex fields are allowed because the response is linear.

Expanding the square gives the terms \((\mathbf p\cdot\mathbf A+\mathbf A\cdot\mathbf p)/2m\) and \(A^2/2m\). With the paramagnetic current

\[
\mathbf j_p(\mathbf r)=\frac1{2m}\sum_i\{\mathbf p_i,\delta(\mathbf r-\mathbf r_i)\},
\]

the coupling is \(\int\mathbf j_p\cdot\mathbf A+\int nA^2/2m\). The velocity is \(i[H,\mathbf r_i]=(\mathbf p_i+\mathbf A)/m\), not \(\mathbf p_i/m\), so the physical current is

\[
\mathbf j=\mathbf j_p+n\mathbf A/m .
\]

To first order, \(n\) in the last term is the equilibrium density. The \(A^2\) term in \(H\) is of second order and does not contribute. Hence \(\chi_L=n/m+\chi_{jj}\). If the equilibrium density is not uniform, the component of \(nA/m\) at the wave vector of \(A\) still contains the mean density.

For computation, define

\[
n_q=\sum_ie^{-iqx_i},\qquad j_q=\frac1{2m}\sum_i\{p_{x,i},e^{-iqx_i}\}.
\]

A field of amplitude \(f\) coupled to \(B^\dagger\) changes \(\langle B\rangle\) by

\[
-if\int_{-\infty}^{t}dt'\,e^{-i\omega t'}\langle[B(t),B^\dagger(t')]\rangle .
\]

Insert eigenstates \(s\) with excitation energies \(E_s\). The time integral of the first product is \(i/(\omega-E_s)\), that of the second \(i/(\omega+E_s)\), and the prefactor \(-i\) turns \(i\) into 1:

\[
\chi_{BB}=\frac1\Omega\sum_{s\ne0}\left[\frac{|\langle s|B^\dagger|0\rangle|^2}{\omega-E_s}-\frac{|\langle s|B|0\rangle|^2}{\omega+E_s}\right]. \tag{2}
\]

The term \(s=0\) cancels between the two parts. Setting \(B=n_q\) gives \(\chi_{nn}\), and \(B=j_q\) gives \(\chi_{jj}\).

## Derivation of the gauge relation

Let \(\psi\) obey the Schrödinger equation with fields \(A,V\), and define \(\psi'=\exp[-i\sum_i\Lambda(\mathbf r_i,t)]\psi\). The momentum operator acting on the phase gives \(-\nabla\Lambda\), so

\[
(\mathbf p_i+\mathbf A')\psi'=e^{-i\sum\Lambda}(\mathbf p_i-\nabla\Lambda+\mathbf A')\psi .
\]

This has the old form if \(\mathbf A'=\mathbf A+\nabla\Lambda\). The time derivative gives

\[
i\partial_t\psi'=e^{-i\sum\Lambda}\Big(i\partial_t+\sum_i\partial_t\Lambda\Big)\psi ,
\]

so \(V'=V+\partial_t\Lambda\). The interaction \(U\) commutes with the phase and is unchanged. So are the density and the physical current, because the latter contains \(\mathbf p+\mathbf A\).

Start with a potential \(V\) and no \(A\). Requiring \(V'=0\) gives \(-i\omega\Lambda=-V\), hence

\[
\Lambda=-\frac{iV}{\omega},\qquad A'=iq\Lambda=\frac{q}{\omega}V .
\]

Since \(\Lambda\) vanishes in the distant past, both descriptions start from the same state. The current is therefore \(\delta j=\chi_L(q/\omega)V\). The continuity equation \(\partial_tn+\partial_xj=0\) reads \(-i\omega\,\delta n+iq\,\delta j=0\), so

\[
\delta n=\frac q\omega\,\delta j=\frac{q^2}{\omega^2}\chi_LV ,
\]

which is equation (1).

If the static density response at fixed \(q\) is finite, equation (1) requires \(\chi_L(q,\omega)=(\omega^2/q^2)\chi_{nn}\to0\) as \(\omega\to0\). Therefore

\[
\chi_{jj}(q,0)=-n/m .
\]

A static longitudinal vector potential exerts no force, and its paramagnetic and diamagnetic currents cancel. If the diamagnetic term is left out, \(\chi_{nn}\) acquires the false term \(-nq^2/(m\omega^2)\), which diverges at low frequency.

Two points matter in an implementation. At a complex frequency \(z\), the prefactor must be \(q^2/z^2\) with the same \(z\) as in the response functions. Also, a numerical error \(\epsilon\) in \(\chi_L\) becomes \(q^2\epsilon/\omega^2\) in \(\chi_{nn}\), so at low frequency the density response is better computed directly.

The derivation fails as written if the potential depends on momentum, as a nonlocal pseudopotential does. Such a term does not commute with the phase, and it adds its own contribution to the current.

## Check on the noninteracting gas

In this section \(m=1\). An electron moved from \(\mathbf k\) to \(\mathbf k+\mathbf q\) gains the energy \(\Delta=qw\) with \(w=k_x+q/2\). The matrix element of the current is \(w\), that of the density is 1. In the second term of (2) the transfer is \(-\mathbf q\). Replacing \(\mathbf k\) by \(-\mathbf k\) there restores \(\Delta\) and changes the sign of each current vertex.

Transitions into occupied states may be included in the sum. The map \(\mathbf k\to-\mathbf k-\mathbf q\) sends the occupied pair \((\mathbf k,\mathbf k+\mathbf q)\) to the occupied pair \((-\mathbf k-\mathbf q,-\mathbf k)\) and reverses \(w\) and \(\Delta\), so these extra terms cancel in pairs. Integrating over the disc of area \(\pi(k_F^2-k_x^2)\), with two spins, gives for \(p\) current vertices

\[
\chi^{(p)}=\int_{-k_F}^{k_F}\!\frac{dk_x}{4\pi^2}(k_F^2-k_x^2)\,w^p\left[\frac1{\omega-\Delta}-\frac{(-1)^p}{\omega+\Delta}\right]. \tag{3}
\]

Thus \(\chi^{(0)}\) is the Lindhard function, \(\chi^{(2)}=\chi_{jj}\), and \(\chi^{(1)}\) is the mixed response. For \(p=0\) the bracket is \(2\Delta/(\omega^2-\Delta^2)\). For \(p=2\) it is multiplied by \(w^2=\Delta^2/q^2\). Consequently

\[
\frac{\omega^2}{q^2}\chi^{(0)}-\chi^{(2)}
=\int_{-k_F}^{k_F}\frac{dk_x}{4\pi^2}(k_F^2-k_x^2)\frac{2\Delta}{q^2}.
\]

Here \(2\Delta/q^2=2k_x/q+1\). The odd part integrates to zero, and the rest gives \((4k_F^3/3)/4\pi^2=k_F^3/3\pi^2=n\). This is the diamagnetic term.

## External field and total field

A density wave in a Coulomb gas produces its own potential \(v_q\delta n\), with \(v_q=4\pi e^2/q^2\). Conductivity is the response to the total field. Define

\[
V_{\rm tot}=V+v_q\delta n,\qquad A_{\rm tot}=A+\frac q\omega v_q\delta n ,
\]

and let a tilde mark responses to these: \(\delta n=\tilde\chi_{nn}V_{\rm tot}\) and \(\delta j=\tilde\chi_LA_{\rm tot}\). Since \(A=qV/\omega\) implies \(A_{\rm tot}=qV_{\rm tot}/\omega\), the previous argument gives \(\tilde\chi_{nn}=(q^2/\omega^2)\tilde\chi_L\).

To connect the two current responses, insert \(\delta n=(q/\omega)\delta j\) into \(A_{\rm tot}\):

\[
\delta j=\tilde\chi_L\left(A+\frac{q^2}{\omega^2}v_q\,\delta j\right)
\quad\Rightarrow\quad
\chi_L=\frac{\tilde\chi_L}{1-(q^2/\omega^2)v_q\tilde\chi_L}. \tag{4}
\]

In the random-phase approximation (RPA), \(\tilde\chi_{nn}\) is the Lindhard function and \(\tilde\chi_L=n/m+\chi^{(2)}\).

## From current response to Drude weight

The electric field is \(E=-\partial_tA_{\rm tot}/e=i\omega A_{\rm tot}/e\), and the charge current is \(J=-e\,\delta j\). Hence

\[
J=-e\tilde\chi_L\frac{eE}{i\omega}=\frac{ie^2}{\omega}\tilde\chi_LE,
\qquad
\sigma=\frac{ie^2\tilde\chi_L}{\omega+i0^+}. \tag{5}
\]

The Drude weight \(D\) is defined by \(\mathrm{Re}\,\sigma=D\,\delta(\omega)+\) a regular part, with \(q\to0\) taken before \(\omega\to0\). In the opposite order \(\tilde\chi_L=(\omega^2/q^2)\tilde\chi_{nn}\) vanishes if the static \(\tilde\chi_{nn}\) is finite: the density has time to rearrange until the gradient of the internal stress balances the force of the total field.

To take \(q=0\) directly, use periodic boundary conditions and a uniform \(A(t)\) along \(x\). No charge accumulates, so the applied field is the total field. With \(P=\sum_ip_{x,i}\),

\[
H(A)=H+\frac{AP}{m}+\frac{NA^2}{2m}.
\]

The kinetic energy commutes with \(P\), and so does \(U\) if it depends on coordinate differences only. Thus \([H,P]=0\), and the ground state can be chosen as an eigenstate of \(P\). All elements \(\langle s|P|0\rangle\) with \(s\ne0\) vanish, so \(\chi_{jj}(0,\omega)=0\) and \(\tilde\chi_L=n/m\). Using \(1/(\omega+i0^+)=\mathcal P(1/\omega)-i\pi\delta(\omega)\),

\[
\sigma=\frac{ine^2}{m}\frac1{\omega+i0^+},\qquad
\mathrm{Re}\,\sigma=\frac{\pi ne^2}{m}\delta(\omega),\qquad
D=\frac{\pi ne^2}{m}. \tag{6}
\]

With \(e=1\) this is \(\pi n/m\). There is no regular part. Physically, a force pulse changes the total momentum, and no internal force can remove it. The mass is the one in the kinetic energy, not a quasiparticle mass.

## Small but finite wave vector

The Coulomb force must also be shown to leave this result intact as \(q\to0\). Differentiate \(mj_q\) in time. For a plane wave \(k\to k-q\) along \(x\), the kinetic energy changes by \(-q(k-q/2)/m\). The kinetic contribution is therefore \(-iq\) times a stress with matrix element \((k-q/2)^2/m\).

For the interaction, write \(n_{\mathbf k}=\sum_ie^{-i\mathbf k\cdot\mathbf r_i}\). The force on electron \(i\) is \(-(i/\Omega)\sum_{\mathbf k\ne0}\mathbf kv_ke^{i\mathbf k\cdot\mathbf r_i}n_{\mathbf k}\), where the self-term drops out because \(\mathbf kv_k\) is odd. Multiplying by \(e^{-i\mathbf q\cdot\mathbf r_i}\) and summing over \(i\) gives the force density

\[
\mathbf F_{\mathbf q}=-\frac i\Omega\sum_{\mathbf k\ne0}\mathbf kv_k\,n_{\mathbf k}n_{\mathbf q-\mathbf k}.
\]

The term \(\mathbf k=\mathbf q\) contains \(n_0=N\) and equals the force of the induced potential \(v_q\delta n\). In the rest, averaging over \(\mathbf k\leftrightarrow\mathbf q-\mathbf k\) replaces the coefficient by

\[
\tfrac12[\mathbf kv_k+(\mathbf q-\mathbf k)v_{|\mathbf q-\mathbf k|}],
\]

which vanishes linearly with \(q\) at fixed \(\mathbf k\). This part also acts as \(-iq\) times a stress. With \(\delta\Pi\) the total stress change,

\[
-i\omega m\,\delta j=-iqnV_{\rm tot}-iq\,\delta\Pi
\quad\Rightarrow\quad
\tilde\chi_L=\frac nm+\frac1m\frac{\delta\Pi}{V_{\rm tot}} .
\]

Now describe the same field by \(A_{\rm tot}=qV_{\rm tot}/\omega\). Stress is even under inversion and \(A\) is odd, so a response regular in \(q\) starts as \(\delta\Pi\propto qA_{\rm tot}\propto q^2V_{\rm tot}\). Under this assumption of regularity at fixed nonzero \(\omega\), \(\tilde\chi_L=n/m+O(q^2)\).

For the noninteracting gas the correction follows from (3). At small \(q\) the bracket for \(p=2\), times \(w^2\), is \(2\Delta^3/(q^2\omega^2)\), and the leading even part of \(\Delta^3\) is \(\tfrac32q^4k_x^2\). With \(\int(k_F^2-k_x^2)k_x^2dk_x=4k_F^5/15\) and \(k_F^3=3\pi^2n\),

\[
\frac{\tilde\chi_L}{n}=1+\frac35\frac{k_F^2q^2}{\omega^2}+\dots\qquad(m=1). \tag{7}
\]

The response to the external field has a different limit. Since \(q^2v_q=4\pi e^2\), equation (4) gives

\[
\chi_L\to\frac nm\frac{\omega^2}{\omega^2-\omega_p^2},\qquad\omega_p^2=\frac{4\pi ne^2}{m}.
\]

Using this function in (5) would put the plasmon into the conductivity and give a wrong Drude weight.

## Worked example: gas at \(r_s=3\) bohr

In atomic units, \(n=3/(4\pi r_s^3)=8.842\times10^{-3}\) and \(k_F=0.6397\). Take \(q=0.5k_F=0.3199\) and \(\omega=k_F^2=0.4092\). This frequency lies above the top of the pair continuum, \(qk_F+q^2/2=0.2558\), so the integrands are smooth. Quadrature of (3) gives \(\chi_{jj}=1.874\times10^{-3}\), and

\[
\tilde\chi_L=(8.842+1.874)\times10^{-3}=1.0716\times10^{-2},
\]
\[
\frac{q^2}{\omega^2}\tilde\chi_L=0.6109\times1.0716\times10^{-2}=6.546\times10^{-3}.
\]

The Lindhard function computed directly is also \(6.546\times10^{-3}\). The paramagnetic part alone would give \(1.145\times10^{-3}\). In RPA both sides of (1) are \(3.341\times10^{-2}\). RPA omits exchange and correlation in the response, so this number illustrates the relation and is not an accurate property of the gas.

At the same frequency and \(q=0.05k_F\), \(\tilde\chi_L/n=1.0015\), in agreement with \(1+0.6\times0.05^2\) from (7). The external-field response is \(2.985\,n\), close to its limit \(2.971\,n\).

The Drude weight is \(D=\pi\times8.842\times10^{-3}=0.02778\) atomic units, or \(5.282\times10^{21}\ \mathrm{S\,m^{-1}\,s^{-1}}\). The integral of \(\mathrm{Re}\,\sigma\) over all frequencies at \(q=0.5k_F\) has the same value. For the noninteracting response (3), used here as \(\tilde\chi_L-n/m\), all singularities lie on the real axis. So \(\sigma\) is analytic in the upper half-plane and tends to \(ine^2/m\omega\) at large \(|\omega|\), and closing the contour gives \(\pi ne^2/m\) at any \(q\). For the same reason the program may integrate along a line above the real axis. Beyond RPA, \(\tilde\chi_{nn}=\chi_{nn}/(1+v_q\chi_{nn})\), and the argument needs \(1+v_q\chi_{nn}\) to have no zero in the upper half-plane. For a ground state symmetric under \(\mathbf q\to-\mathbf q\), such as that of the isotropic gas, (2) makes \(\chi_{nn}\) real on the imaginary axis, rising from its static value to zero, so such a zero exists if \(1+v_q\chi_{nn}(q,0)<0\). As \(q\to0\) this occurs when the compressibility of the gas is negative. In the local-density approximation that begins between \(r_s=5\) and \(5.5\) bohr, and the compressibility is still positive at \(r_s=3\). In the noninteracting response, absorption is confined to \(|\omega|\le qk_F+q^2/2\). As \(q\to0\) this interval shrinks to zero, and the weight becomes the Drude peak.

## When translation invariance is broken

A static lattice potential does not commute with \(P\). At \(q=0\), equation (2) becomes

\[
\chi_{jj}(0,\omega)=\frac1{\Omega m^2}\sum_{s\ne0}|P_{s0}|^2\frac{2E_s}{\omega^2-E_s^2}.
\]

To insert this into (5), split

\[
\frac{2E_s}{\omega(\omega^2-E_s^2)}=-\frac2{E_s\omega}+\frac1{E_s}\left[\frac1{\omega-E_s}+\frac1{\omega+E_s}\right].
\]

The pole at \(\omega=0\) gives

\[
D=\pi e^2\left[\frac nm-\frac2{\Omega m^2}\sum_{s\ne0}\frac{|P_{s0}|^2}{E_s}\right]
=\frac{\pi e^2}{\Omega}\frac{d^2E_0}{dA^2}\bigg|_{A=0}. \tag{8}
\]

The last form is second-order perturbation theory for the ground-state energy of \(H(A)\), for a nondegenerate ground state of a finite system. The poles at \(\pm E_s\) carry the weight that \(D\) has lost, so the total stays \(\pi ne^2/m\).

The example is three spinless fermions on a ring of length \(2\pi\) bohr, with pair interaction \(\cos x+\cos2x\) hartree. Here \(n\) is a density per length, and \(\pi n/m=1.5\) atomic units. The curvature of the energy gives \(D=1.5000\) despite the interaction. Adding the lattice potential \(\cos3x\) hartree gives \(D=0.4127\), with \(1.0873\) at finite frequencies. The sum is again \(1.5000\). The value \(0.4127\) belongs to this small ring. The lattice has three cells with one fermion each, which fills the lowest band \(\varepsilon(k)\). Without interaction \(E_0(A)=\sum_k\varepsilon(k+A)\), and on a long ring at this filling the curvature per length becomes the integral of \(\varepsilon''\) over the zone. This integral vanishes because \(\varepsilon'\) is periodic, so \(D\to0\).

The gauge relation survives the lattice, because the lattice potential commutes with the density. At \(q=1\) and \(\omega=i\), where \(q^2/\omega^2=-1\), both sides of (1) are \(-0.05672\). A finite plane-wave basis violates the relation in two ways. At the edge of the basis the density no longer commutes with the potential terms, and the identity \([n_q,j_q^\dagger]=qN/m\), which the diamagnetic term relies on, no longer holds exactly. With the lattice, the larger value of the relative mismatch \(|\chi_{nn}/(q^2\chi_L/\omega^2)-1|\) at \(q=1\) and the two frequencies \(\omega=i\) and \(\omega=0.7+0.2i\) is \(6.5\times10^{-2}\), \(5.4\times10^{-6}\) and \(6.9\times10^{-10}\) for largest wave numbers 5, 9 and 12. For this ring at \(\omega=i\) the mismatch follows the basis error of \(\chi_L\), while the error of \(\chi_{nn}\) is much smaller, so it serves as a convergence measure for the current response. The numerical check accompanying this appendix tests the relation both for this ring and for the three-dimensional gas.

## Table of computed values

```
A. Electron gas, r_s = 3.0 bohr
density n = 8.841941e-03 bohr^-3
k_F = 0.639719 bohr^-1
plasma frequency = 0.333333 hartree
q = 0.319860 bohr^-1, omega = 0.409241 hartree
pair continuum top at q = 0.255776 hartree
Lindhard chi_nn = 6.546339e-03 a.u.
paramagnetic chi_jj = 1.874178e-03 a.u.
diamagnetic n/m = 8.841941e-03 a.u.
proper chi_L = 1.071612e-02 a.u.
(q/omega)^2 = 0.610887 a.u.
(q/omega)^2 chi_L = 6.546339e-03 a.u.
(q/omega)^2 chi_jj alone = 1.144911e-03 a.u.
RPA chi_nn = 3.341016e-02 a.u.
(q/omega)^2 full chi_L = 3.341016e-02 a.u.
static chi_jj/(n/m) = -1.00000000
small q at fixed omega, in units of n/m:
q/k_F = 0.20: proper 1.025142, full 3.204736
q/k_F = 0.10: proper 1.006069, full 3.025431
q/k_F = 0.05: proper 1.001504, full 2.984526
limit of full response = 2.971207
integral of Re sigma at q = 2.777778e-02 a.u.
Drude weight pi n/m = 2.777778e-02 a.u.
Drude weight in SI = 5.28233e+21 S m^-1 s^-1
force coefficient ratio, q doubled = 2.0026
B. Ring: 3 fermions, length 2 pi bohr
pair interaction amplitude = 1.0 hartree
lattice amplitude = 1.0 hartree
n/m = 0.477465 a.u., pi n/m = 1.500000 a.u.
[uniform] ground energy = -0.679723 hartree
  chi_nn(q=1, i) = -0.08911614 a.u.
  -chi_L(q=1, i) = -0.08911614 a.u.
  largest relative mismatch, cutoff 5: 2.0e-03
  largest relative mismatch, cutoff 9: 6.5e-10
  largest relative mismatch, cutoff 12: 7.5e-14
  chi_jj(q=0, i) = 0.000000 a.u. (magnitude)
  D from energy curvature = 1.500000 a.u.
  finite-frequency weight = 0.000000 a.u.
[with lattice] ground energy = -1.357387 hartree
  chi_nn(q=1, i) = -0.05671980 a.u.
  -chi_L(q=1, i) = -0.05671980 a.u.
  largest relative mismatch, cutoff 5: 6.5e-02
  largest relative mismatch, cutoff 9: 5.4e-06
  largest relative mismatch, cutoff 12: 6.9e-10
  chi_jj(q=0, i) = 0.278118 a.u. (magnitude)
  D from energy curvature = 0.412709 a.u.
  finite-frequency weight = 1.087291 a.u.
```
